\section*{Line-Strength Ratios of s–p and p–d Doublets from Reduced Matrix Elements}

\section*{Problem}

One electron moves in a central field. Its levels $(l,j)$ have $2j+1$ states $|ljm\rangle$. The strength of the dipole line between two levels, with the charge factored out, is
\begin{equation}
S=\sum_{m,m',q}\left|\langle ljm|\,r\,C_q\,|l'j'm'\rangle\right|^2,\qquad C_q=\sqrt{\tfrac{4\pi}{3}}\,Y_{1q}.
\end{equation}
Here $rC_q$ are the spherical components of the position vector, and $C_0=\cos\theta$. Assume that the radial functions do not depend on $j$, as in the nonrelativistic limit. All lines of one doublet then share a radial integral $R$.

\begin{enumerate}
\item Express $S$ through the reduced element $\langle j\|C^1\|j'\rangle$, and that element through integrals of $\cos\theta$.
\item Find the ratio of the lines $s_{1/2}$--$p_{1/2}$ and $s_{1/2}$--$p_{3/2}$.
\item Find the ratios of the lines $p_{1/2}$--$d_{3/2}$, $p_{3/2}$--$d_{3/2}$ and $p_{3/2}$--$d_{5/2}$.
\item The Burger--Dorgelo sum rule says that the strengths of all lines of the doublet that share a level add up to a number proportional to $2j+1$ of that level. Verify it for $p$--$d$ and prove it.
\item Evaluate the strengths for hydrogen $1s$--$2p$ and $2p$--$3d$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The squares of the $3j$ symbols in the Wigner--Eckart theorem, summed over $m$ and $m'$, give $1/3$ for each $q$. The component $q=0$ is therefore enough.
\item To build the states, diagonalize $2\,\mathbf L\cdot\mathbf S$ in the space of fixed $m$, which is two-dimensional for $|m|<l+\frac12$.
\item Since $\cos\theta$ leaves the spin alone, multiply spin-up parts with spin-up parts and spin-down parts with spin-down parts.
\item For the sum rule, sum over \emph{both} values of $j'$ before anything else.
\end{enumerate}

\section*{Solution}

\subsection*{1. Reduction to $\cos\theta$}

The Wigner--Eckart theorem, in the convention used here, reads
\begin{equation}
\langle jm|C_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&1&j'\\-m&q&m'\end{pmatrix}\langle j\|C^1\|j'\rangle .
\end{equation}
Orthogonality of the $3j$ symbols gives $\sum_{mm'}(\dots)^2=1/3$ for each of the three values of $q$. The full sum is 1, so
\begin{equation}
S=R^2\,|\langle j\|C^1\|j'\rangle|^2 .
\end{equation}
Keeping $q=0$ alone, where $m'=m$, gives one third of the squared reduced element. The squared $3j$ symbol is unchanged under $m\to-m$, and $m$ is never zero, so
\begin{equation}
|\langle j\|C^1\|j'\rangle|^2=3\sum_m|\langle jm|\cos\theta|j'm\rangle|^2=6\sum_{m>0}|\langle jm|\cos\theta|j'm\rangle|^2. \label{six}
\end{equation}

\subsection*{2. States and the $s$--$p$ doublet}

For fixed $m$, write the state as $a\,Y_{l,m-1/2}\!\uparrow+\,b\,Y_{l,m+1/2}\!\downarrow$. With $2\mathbf L\cdot\mathbf S=2L_zS_z+L_+S_-+L_-S_+$, the eigenvalue equation is
\begin{equation}
\begin{pmatrix}m-\frac12&w\\ w&-m-\frac12\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}=\lambda\begin{pmatrix}a\\b\end{pmatrix},\qquad w=\sqrt{(l+\tfrac12)^2-m^2}.
\end{equation}
Since $\lambda=j(j+1)-l(l+1)-\frac34$, we have $\lambda=l$ for $j=l+\frac12$ and $\lambda=-l-1$ for $j=l-\frac12$. For $|m|<l+\frac12$ the first row gives $b/a=(\lambda-m+\frac12)/w$. At $|m|=l+\frac12$ only one product state exists; it has $j=l+\frac12$ and is also covered by the first line below. After normalization,
\begin{align}
j=l+\tfrac12:&\quad a=\sqrt{\tfrac{l+m+1/2}{2l+1}},\quad b=\sqrt{\tfrac{l-m+1/2}{2l+1}},\\
j=l-\tfrac12:&\quad a=-\sqrt{\tfrac{l-m+1/2}{2l+1}},\quad b=\sqrt{\tfrac{l+m+1/2}{2l+1}}.
\end{align}
The overall signs are a choice and drop out of $S$. For $m=\frac12$ this gives
\begin{align}
p_{1/2}&=-\sqrt{\tfrac13}\,Y_{10}\!\uparrow+\sqrt{\tfrac23}\,Y_{11}\!\downarrow, &
p_{3/2}&=\sqrt{\tfrac23}\,Y_{10}\!\uparrow+\sqrt{\tfrac13}\,Y_{11}\!\downarrow .
\end{align}
The $s$ state is $Y_{00}\!\uparrow$. From $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$ follows $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. The amplitudes are therefore
\begin{equation}
\langle s_{1/2}|\cos\theta|p_{1/2}\rangle=-\tfrac13,\qquad \langle s_{1/2}|\cos\theta|p_{3/2}\rangle=\tfrac{\sqrt2}{3}.
\end{equation}
By (\ref{six}) the squared reduced elements are $6\cdot\frac19=\frac23$ and $6\cdot\frac29=\frac43$. The ratio is $1:2$.

\subsection*{3. The $p$--$d$ doublet}

The $d$ states, from the same formulas with $l=2$, are
\begin{align}
m=\tfrac12:&\quad d_{3/2}=-\sqrt{\tfrac25}\,Y_{20}\!\uparrow+\sqrt{\tfrac35}\,Y_{21}\!\downarrow,\quad d_{5/2}=\sqrt{\tfrac35}\,Y_{20}\!\uparrow+\sqrt{\tfrac25}\,Y_{21}\!\downarrow,\\
m=\tfrac32:&\quad d_{3/2}=-\sqrt{\tfrac15}\,Y_{21}\!\uparrow+\sqrt{\tfrac45}\,Y_{22}\!\downarrow,\quad d_{5/2}=\sqrt{\tfrac45}\,Y_{21}\!\uparrow+\sqrt{\tfrac15}\,Y_{22}\!\downarrow,
\end{align}
and $p_{3/2}$ with $m=\frac32$ is $Y_{11}\!\uparrow$.

Two orbital integrals are needed. The functions $Y_{11}=-\sqrt{3/8\pi}\,\sin\theta\,e^{i\phi}$ and $Y_{21}=-\sqrt{15/8\pi}\,\sin\theta\cos\theta\,e^{i\phi}$ give $\cos\theta\,Y_{11}=Y_{21}/\sqrt5$. From $Y_{20}=\sqrt{5/16\pi}\,(3\cos^2\theta-1)$ we get $\cos^2\theta=\frac13+\frac13\sqrt{16\pi/5}\,Y_{20}$. The $Y_{20}$ part of $\cos\theta\,Y_{10}=\sqrt{3/4\pi}\cos^2\theta$ then has the coefficient $\frac13\sqrt{12/5}=\sqrt{4/15}$. Hence
\begin{align}
p_{1/2}\text{--}d_{3/2},\ m=\tfrac12:&\quad \sqrt{\tfrac{2}{15}}\sqrt{\tfrac{4}{15}}+\sqrt{\tfrac{6}{15}}\sqrt{\tfrac15}=\tfrac{2\sqrt2+3\sqrt2}{15}=\tfrac{\sqrt2}{3},\\
p_{3/2}\text{--}d_{3/2},\ m=\tfrac12:&\quad -\sqrt{\tfrac{4}{15}}\sqrt{\tfrac{4}{15}}+\sqrt{\tfrac15}\sqrt{\tfrac15}=-\tfrac1{15},\\
m=\tfrac32:&\quad -\sqrt{\tfrac15}\sqrt{\tfrac15}=-\tfrac15,\\
p_{3/2}\text{--}d_{5/2},\ m=\tfrac12:&\quad \sqrt{\tfrac25}\sqrt{\tfrac4{15}}+\sqrt{\tfrac2{15}}\sqrt{\tfrac15}=\tfrac{2\sqrt2+\sqrt2}{\sqrt{75}}=\tfrac{\sqrt6}{5},\\
m=\tfrac32:&\quad \sqrt{\tfrac45}\sqrt{\tfrac15}=\tfrac25 .
\end{align}
Equation (\ref{six}) gives the squared reduced elements
\begin{equation}
6\cdot\tfrac29=\tfrac43,\qquad 6\left(\tfrac1{225}+\tfrac9{225}\right)=\tfrac4{15},\qquad 6\left(\tfrac6{25}+\tfrac4{25}\right)=\tfrac{12}5 .
\end{equation}
Multiplied by $\frac{15}{4}$ they become $5:1:9$. The line $p_{1/2}$--$d_{5/2}$ is absent, because a vector operator cannot change $j$ by 2. The line $p_{3/2}$--$d_{3/2}$ is weak because its spin-up and spin-down contributions at $m=\frac12$ nearly cancel and its amplitude at $m=\frac32$ is small.

\subsection*{4. The sum rule}

In units where the weakest line is 1, the sums are $5$ for $p_{1/2}$ and $1+9=10$ for $p_{3/2}$, in the ratio $2:4$. They are $5+1=6$ for $d_{3/2}$ and $9$ for $d_{5/2}$, in the ratio $4:6$. These are the ratios of the weights $2j+1$.

For the proof, sum over all states of the other term. The states $|l'j'm'\rangle$ with both values of $j'$ span the whole $l'$ space with either spin, so
\begin{equation}
\sum_{j'm'q}|\langle ljm|C_q|l'j'm'\rangle|^2=\langle ljm|\,T\,|ljm\rangle,\qquad T=\sum_qC_qP_{l'}C_q^\dagger ,
\end{equation}
where $P_{l'}$ projects on orbital momentum $l'$. The operator $T$ contains no spin and is invariant under rotations. It commutes with $\mathbf L$, so within the $l$ space it is a constant, the same for every $j$ and $m$. Summing over $m$ multiplies it by $2j+1$. The argument holds equally with the two terms exchanged.

The common factor $R^2$ is essential, since without it the sum over $j'$ does not close. Emitted powers need more. The power per atom in an upper level is proportional to $\omega^4S/(2j'+1)$, where $j'$ belongs to that level. Powers thus follow $S$ if the upper states are equally populated, reabsorption is negligible and the factors $\omega^4$ are nearly equal.

\subsection*{5. Hydrogen}

In atomic units, with the nucleus held fixed, the radial functions, multiplied by $r$, are $2re^{-r}$, $r^2e^{-r/2}/(2\sqrt6)$ and $4r^3e^{-r/3}/(81\sqrt{30})$ for $1s$, $2p$ and $3d$. With $\int_0^\infty r^ne^{-kr}dr=n!/k^{n+1}$,
\begin{align}
R_{1s,2p}&=\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt6}\left(\frac23\right)^5\to 0.6828\ \text{\AA},\\
R_{2p,3d}&=\frac{2}{81\sqrt{180}}\int_0^\infty r^6e^{-5r/6}dr=\frac{2\cdot720}{81\sqrt{180}}\left(\frac65\right)^7\to 2.513\ \text{\AA},
\end{align}
where the arrow includes the factor $0.529177$ \AA\ per bohr. For $s$--$p$, $S=\frac23(0.6828)^2=0.311$ and $\frac43(0.6828)^2=0.622$ \AA$^2$. For $p$--$d$, the factors $\frac43,\frac4{15},\frac{12}5$ times $(2.513)^2$ give $8.42$, $1.68$ and $15.2$ \AA$^2$. The sum per state is $4.21$ \AA$^2$ for both $p$ levels and $2.53$ \AA$^2$ for both $d$ levels.

The Dirac photon energies of the three $p$--$d$ lines are all close to $1.89$ eV and differ by less than $5\times10^{-5}$ eV, so $\omega^4$ varies among them by about $10^{-4}$ of its value. Dirac energies in a Coulomb field depend on $n$ and $j$ alone, so in Dirac theory $2s_{1/2}$--$3p_{3/2}$ coincides with $2p_{1/2}$--$3d_{3/2}$. In real hydrogen the Lamb shift, which Dirac theory omits, raises $2s_{1/2}$ above $2p_{1/2}$ by about $4\times10^{-6}$ eV. This is as large as the splitting of the two $3d$ levels, so the two lines are close neighbours rather than coincident. The ratios above describe the $p$--$d$ lines alone, without the neighbouring $s$--$p$ line.

\section*{Variation 1: the $d$--$f$ doublet without integrals}

Let $x,y,z$ be the strengths of $d_{3/2}$--$f_{5/2}$, $d_{5/2}$--$f_{5/2}$ and $d_{5/2}$--$f_{7/2}$. The line $d_{3/2}$--$f_{7/2}$ is forbidden. The sum rule gives
\begin{equation}
x=4k,\quad y+z=6k,\quad x+y=6k',\quad z=8k'.
\end{equation}
The total is $10k=14k'$, so take $k=7$ and $k'=5$. Then $x=28$, $z=40$, $y=42-40=2$, and the ratios are $14:1:20$. Direct evaluation of the angular sums in the numerical check agrees.

\section*{Variation 2: four-component functions}

Take Dirac--Coulomb states $\frac1r(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$, where $\Omega_\kappa$ are the spin-angle functions above and $\kappa=(l-j)(2j+1)$. What happens to the ratios?

The small component has $\Omega_{-\kappa}=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\Omega_\kappa$. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is Hermitian, has square 1 and commutes with $C_q$. Hence $\langle\Omega_{-\kappa}|C_q|\Omega_{-\kappa'}\rangle=\langle\Omega_\kappa|C_q|\Omega_{\kappa'}\rangle$. The angular factors stay as they were, and
\begin{equation}
S=|\langle j\|C^1\|j'\rangle|^2\left[\int_0^\infty(PP'+QQ')\,r\,dr\right]^2 .
\end{equation}
The integral now depends on $j$ and $j'$. For a one-electron ion with $Z=50$ and a point nucleus it is $0.04670$, $0.04934$ and $0.04955$ \AA\ for the three $p$--$d$ lines, in the order of question 3. The ratios become
\begin{equation}
5\left(\frac{0.04670}{0.04934}\right)^2:1:9\left(\frac{0.04955}{0.04934}\right)^2\approx4.48:1:9.08 .
\end{equation}
The sums for $p_{3/2}$ and $p_{1/2}$ now have the ratio $10.08/4.48=2.25$ instead of 2, so the sum rule fails. The $s$--$p$ ratio changes less, to $1:1.991$. The $2p_{1/2}$ state is more compact than $2p_{3/2}$, with mean radii of $0.0498$ and $0.0522$ \AA.

At $Z=1$ the $p$--$d$ ratios are $4.9998:1:9.0000$. The relative departure of the first ratio from 5 grows by a factor $4.00$ from $Z=5$ to $Z=10$, as expected for a correction of order $(Z\alpha)^2$, with $\alpha$ the fine-structure constant. These are strengths of the long-wavelength dipole operator, not powers. At $Z=50$ the Dirac photon energies of the three $p$--$d$ lines are $5062$, $4754$ and $4782$ eV, so $\omega^4$ varies by $29\%$ among them. The ratios of $\omega^4S$ are $5.76:1:9.30$, with the first above 5 although the strength ratio lies below it. A full radiation rate would also need the variation of the field across the ion.

\section*{Computed values}
\begin{verbatim}
fine-structure constant = 0.007297353
hartree = 27.211386 eV
bohr radius = 0.52917721 angstrom
<cos theta> s1/2-p1/2 m=0.5: -0.333333, square 0.111111
<cos theta> s1/2-p3/2 m=0.5: +0.471405, square 0.222222
<cos theta> p1/2-d3/2 m=0.5: +0.471405, square 0.222222
<cos theta> p3/2-d3/2 m=0.5: -0.066667, square 0.004444
<cos theta> p3/2-d3/2 m=1.5: -0.200000, square 0.040000
<cos theta> p3/2-d5/2 m=0.5: +0.489898, square 0.240000
<cos theta> p3/2-d5/2 m=1.5: +0.400000, square 0.160000
squared reduced element s1/2-p1/2 = 0.666667
squared reduced element s1/2-p3/2 = 1.333333
squared reduced element p1/2-d3/2 = 1.333333
squared reduced element p3/2-d3/2 = 0.266667
squared reduced element p3/2-d5/2 = 2.400000
s-p ratio = 1.0000 : 2.0000
p-d ratio = 5.0000 : 1.0000 : 9.0000
d-f ratio = 14.0000 : 1.0000 : 20.0000
hydrogen radial integral 1s-2p = 0.682779 angstrom
hydrogen radial integral 2p-3d = 2.512529 angstrom
hydrogen strength s1/2-p1/2 = 0.310792 angstrom^2
hydrogen strength s1/2-p3/2 = 0.621584 angstrom^2
hydrogen strength p1/2-d3/2 = 8.417069 angstrom^2
hydrogen strength p3/2-d3/2 = 1.683414 angstrom^2
hydrogen strength p3/2-d5/2 = 15.150724 angstrom^2
p-d sum at p1/2 = 8.417069, per state 4.208535 angstrom^2
p-d sum at p3/2 = 16.834138, per state 4.208535 angstrom^2
p-d sum at d3/2 = 10.100483, per state 2.525121 angstrom^2
p-d sum at d5/2 = 15.150724, per state 2.525121 angstrom^2
hydrogen photon energy s1/2-p1/2 = 10.2043944 eV
hydrogen photon energy s1/2-p3/2 = 10.2044397 eV
hydrogen photon energy p1/2-d3/2 = 1.8897295 eV
hydrogen photon energy p3/2-d3/2 = 1.8896842 eV
hydrogen photon energy p3/2-d5/2 = 1.8896887 eV
spread of (photon energy)^4 in the p-d lines = 9.586e-05
Z=1 Dirac s-p ratio = 1 : 1.999996
Z=1 Dirac p-d ratio = 4.999797 : 1 : 9.000030
Z=1 sum ratio p3/2 to p1/2 = 2.000087
Z=1 sum ratio d5/2 to d3/2 = 1.500056
Z=50 radial integral s1/2-p1/2 = 0.0129931 angstrom
Z=50 radial integral s1/2-p3/2 = 0.0129643 angstrom
Z=50 radial integral p1/2-d3/2 = 0.0467043 angstrom
Z=50 radial integral p3/2-d3/2 = 0.0493400 angstrom
Z=50 radial integral p3/2-d5/2 = 0.0495511 angstrom
Z=50 mean radius 2p1/2 = 0.0497548 angstrom
Z=50 mean radius 2p3/2 = 0.0522073 angstrom
Z=50 Dirac s-p ratio = 1 : 1.991132
Z=50 Dirac p-d ratio = 4.480065 : 1 : 9.077180
Z=50 sum ratio p3/2 to p1/2 = 2.249338
Z=50 sum ratio d5/2 to d3/2 = 1.656400
departure of p1/2-d3/2 : p3/2-d3/2 from 5, Z=10 over Z=5 = 4.0029
\end{verbatim}
